\section*{Carrier Lifetime from Photoelectromagnetic and Photoconductive Currents}

\section*{The sample and the readings}

A uniform $p$-type silicon wafer occupies $0\le y\le d$. Steady light enters through the face $y=0$ and travels along $+y$; $\Phi$ is the absorbed photon flux, and each absorbed photon makes one electron--hole pair. Two currents along $x$ are read per unit width, under the same illumination:

\begin{itemize}
\item $I_{\rm PC}$, the current added by the light when a field $E$ is applied along $x$, without magnetic field;
\item $I_{\rm PEM}$, the current when the ends of the sample are short-circuited, so that $E_x=0$, with a magnetic field $B$ along $+z$.
\end{itemize}

Here $q>0$ is the elementary charge, $\mu_n,\mu_p$ are constant mobilities, and $D_{n,p}=\mu_{n,p}V_T$ with $V_T=k_BT/q$. The sample is uniform along $x$ and quasi-neutral, and nothing is trapped, so the excess densities obey $\Delta p=\Delta n$. Pairs recombine at the rate $\Delta n/\tau$. Except where a later part relaxes them, the following also hold: $\Delta n$ is far below the doping; the light is absorbed at the surface; surface recombination is absent; $d$ greatly exceeds the diffusion length $L=\sqrt{D\tau}$; and $(\mu B)^2\ll1$.

The data are $T=300$ K, $\mu_n=1350$ and $\mu_p=450$ cm$^2$/Vs, doping $10^{15}$ cm$^{-3}$, $d=500~\mu$m, $E=1$ V/cm and $B=0.5$ T. The readings are $I_{\rm PEM}=0.8293~\mu$A/cm and $I_{\rm PC}=2.8362~\mu$A/cm. They come from a numerical transport model of the wafer, not from a measurement. The flux is not disclosed.

\section*{Part (a)}

\textbf{Question.} No net current flows along $y$. Show that the pairs diffuse with a single coefficient $D$, and find $\Delta n(y)$.

\textbf{Answer.} To leading order in $B$, the electric currents along $y$ are
\begin{align}
J_p&=q\mu_p pE_y-qD_p\,\Delta n',\\
J_n&=q\mu_n nE_y+qD_n\,\Delta n' .
\end{align}
Setting $J_p+J_n=0$ gives the internal (Dember) field
\begin{equation}
E_y=\frac{(D_p-D_n)\Delta n'}{\mu_pp+\mu_nn}.
\end{equation}
Both carriers then have the same particle flux $F=J_p/q=-J_n/q$. Inserting $E_y$,
\begin{align}
F&=\frac{\mu_pp(D_p-D_n)-D_p(\mu_pp+\mu_nn)}{\mu_pp+\mu_nn}\,\Delta n'\nonumber\\
&=-\frac{\mu_ppD_n+\mu_nnD_p}{\mu_pp+\mu_nn}\,\Delta n'=-D\,\Delta n',\\
D&=\frac{n+p}{n/D_p+p/D_n},
\end{align}
where the last line uses $\mu=D/V_T$ for each carrier. For $n\ll p$ this becomes $D=D_n$: the minority carrier sets the pace.

Below the surface, continuity reads $F'=-\Delta n/\tau$, hence $\Delta n''=\Delta n/L^2$. In a thick sample the decaying solution remains. All pairs start at $y=0$ and none are lost there, so $F(0)=D\,\Delta n(0)/L=\Phi$ and
\begin{equation}
\Delta n(y)=\frac{\Phi L}{D}\,e^{-y/L}.
\end{equation}

\section*{Part (b)}

\textbf{Question.} Find both currents, with the sign of $I_{\rm PEM}$.

\textbf{Answer.} The extra conductivity is $q(\mu_n+\mu_p)\Delta n$, so
\begin{equation}
I_{\rm PC}=q(\mu_n+\mu_p)E\int_0^\infty\!\Delta n\,dy
=q(\mu_n+\mu_p)E\,\Phi\tau,
\end{equation}
because $\int\Delta n\,dy=\Phi L^2/D=\Phi\tau$.

For the other current, uniformity along $x$ and $\nabla\times\mathbf E=0$ make $E_x$ the same at every depth, and the short circuit makes it zero. The only sideways force is magnetic, with $(\mathbf v\times\mathbf B)_x=v_yB$. Holes therefore drift at $v_x=\mu_pBv_y$ and electrons at $v_x=-\mu_nBv_y$. Each carrier has the flux $F$ along $y$, so the electric current density is
\begin{equation}
j_x=q(\mu_pBF)-q(-\mu_nBF)=q(\mu_n+\mu_p)BF .
\end{equation}
The two contributions add. Integrating $F=-D\,\Delta n'$ over depth,
\begin{equation}
I_{\rm PEM}=q(\mu_n+\mu_p)B\,D\,\Delta n(0)=q(\mu_n+\mu_p)B\,\Phi L,
\end{equation}
which is positive, along $+x$. The photoconductive current counts how long pairs live; the photoelectromagnetic current counts how far they diffuse.

\section*{Part (c)}

\textbf{Question.} Obtain $\tau$ without $\Phi$, and evaluate it. How do errors in the inputs enter?

\textbf{Answer.} Division removes $\Phi$ and the sum of mobilities:
\begin{equation}
R\equiv\frac{I_{\rm PEM}}{I_{\rm PC}}=\frac{B}{E}\frac{L}{\tau}=\frac BE\sqrt{\frac D\tau},
\qquad
\tau=D\left(\frac{B\,I_{\rm PC}}{E\,I_{\rm PEM}}\right)^2 .
\end{equation}
With $V_T=25.852$ mV, $D=D_n=1350\times0.025852=34.90$ cm$^2$/s. Since $1~{\rm T}=10^{-4}$ V\,s/cm$^2$, $E/B=2\times10^4$ cm/s. The readings give $R=0.2924$, so
\begin{equation}
\frac{D}{L}=\frac{RE}{B}=5848~{\rm cm/s},\qquad
\tau=\frac{34.90}{5848^2}~{\rm s}=1.02~\mu{\rm s}.
\end{equation}
Small errors obey $\delta\tau/\tau=\delta D/D+2\,\delta B/B-2\,\delta E/E-2\,\delta R/R$. The flux need not be known, but $D$ must be: a mobility $\mu_n$ taken 10\% too high raises $\tau$ by 10\%.

\section*{Part (d)}

\textbf{Question.} Now let the light be absorbed as $\alpha e^{-\alpha y}$, and let pairs recombine at the front face with velocity $s$. Find $R$. Must $s$ be small compared with $D/L$?

\textbf{Answer.} The equations are
\begin{equation}
D\Delta n''-\frac{\Delta n}{\tau}+\alpha\Phi e^{-\alpha y}=0,\qquad D\Delta n'(0)=s\,\Delta n(0).
\end{equation}
Integration over depth gives, with $N=\int\Delta n\,dy$,
\begin{equation}
N=\tau\,[\Phi-s\,\Delta n(0)] .
\end{equation}
A second relation follows on multiplying by $e^{-y/L}$ before integrating. Two integrations by parts cancel the volume terms, since $D/L^2=1/\tau$, and leave
\begin{equation}
-\left(s+\frac DL\right)\Delta n(0)+\Phi\frac{\alpha L}{1+\alpha L}=0 .
\end{equation}
Substituting $\Delta n(0)$ into $N$,
\begin{equation}
\frac N\tau=\Phi\,\frac{(1+\alpha L)(s+D/L)-s\alpha L}{(1+\alpha L)(s+D/L)}
=\Phi\,\frac{s+(1+\alpha L)D/L}{(1+\alpha L)(s+D/L)} .
\end{equation}
As before $R=(B/E)\,D\Delta n(0)/N$, and with $L/\tau=D/L$
\begin{equation}
R=\frac BE\,\frac DL\,\frac{\alpha L}{1+\alpha L+sL/D}.
\end{equation}
When $\alpha L\gg1$, front recombination drops out if $s\ll\alpha D$, a much weaker demand than $s\ll D/L$. For surface absorption it lowers both currents by the same factor $1/(1+sL/D)$. In a numerical test with surface absorption, $s=10^4$ cm/s, $\tau=1~\mu$s and $B=1$ mT, both currents fell to 0.371 of their values at $s=0$, and the formula of part (c) still returned $1~\mu$s.

Writing $L_{\rm app}=DB/(RE)$, the result inverts to
\begin{equation}
L_{\rm app}=\frac1\alpha+L\left(1+\frac{s}{\alpha D}\right),\qquad
L=\frac{L_{\rm app}-1/\alpha}{1+s/(\alpha D)} .
\end{equation}

\section*{Part (e)}

\textbf{Question.} Return to surface absorption, but let $d$ be finite, with recombination velocity $s_b$ at the back. Find $R$ and its thin-sample limit for $s_b=0$.

\textbf{Answer.} Let $w=d/L$, $\sigma=s_bL/D$ and $u=(d-y)/L$. The profile
\begin{equation}
\Delta n=A(\cosh u+\sigma\sinh u)
\end{equation}
satisfies $-D\Delta n'(d)=s_b\Delta n(d)$. Since $I_{\rm PEM}\propto D[\Delta n(0)-\Delta n(d)]$ and $I_{\rm PC}\propto\int\Delta n\,dy$,
\begin{equation}
R=\frac BE\frac DL\,
\frac{\cosh w+\sigma\sinh w-1}{\sinh w+\sigma(\cosh w-1)} .
\end{equation}
Front recombination affects $A$ alone and cancels. For $s_b=0$ the last fraction is $\tanh(w/2)$. When $w\ll1$ it tends to $w/2$, so $R\to Bd/(2E\tau)$: half the thickness replaces the diffusion length, and $D$ is no longer needed.

\section*{Part (f)}

\textbf{Question.} The light has wavelength 450 nm and $\alpha=2.5\times10^4$ cm$^{-1}$; both faces have $s=100$ cm/s. Improve the lifetime of part (c), including the finite magnetic field. Can $\Phi$ now be found?

\textbf{Answer.} At finite $B$ the sideways electron velocity $v_x=-\mu_nBv_y$ reacts on the motion along $y$. With $\mathcal F_y$ the driving field, diffusion included,
\begin{equation}
v_y=-\mu_n(\mathcal F_y-v_xB)=-\mu_n\mathcal F_y-\mu_n^2B^2v_y .
\end{equation}
Thus $D_n$ is replaced by $D_B=D_n/(1+\mu_n^2B^2)$. Here $\mu_nB=0.0675$ and $D_B=34.74$ cm$^2$/s. Using $D_B$ in the inversion of part (d),
\begin{equation}
L=\frac{34.74/5848-4.0\times10^{-5}}{1+1.2\times10^{-4}}~{\rm cm}=59.0~\mu{\rm m},
\qquad \tau=\frac{L^2}{D_B}=1.002~\mu{\rm s}.
\end{equation}
($I_{\rm PC}$ was taken at $B=0$, so $D_B$ is not strictly right in its small surface term; this changes $R$ by a few parts in $10^5$.) The model's lifetime was $1~\mu$s. The remaining 0.2\% matches the computed effects of finite thickness, 0.08\%, and finite injection, 0.11\%.

The simple lifetime in $\Phi\simeq I_{\rm PC}/[q(\mu_n+\mu_p)E\tau]$ gives $9.64\times10^{15}$ cm$^{-2}$s$^{-1}$, against $10^{16}$ in the model. Of the 3.6\% deficit, 2.0\% comes from the overestimated $\tau$ and 1.7\% from pairs lost at the front. Front recombination, harmless in the ratio, matters for the flux.

\section*{Part (g)}

\textbf{Question.} Estimate the errors from strong injection, trapping and Hall factors. Would the method suit a real wafer?

\textbf{Answer.} \emph{Injection.} For $n\simeq p$, part (a) gives $D=2D_nD_p/(D_n+D_p)$. Using $D_n$ instead overestimates $\tau$ by the factor $(D_n+D_p)/(2D_p)=2$. In the model wafer the simple lifetime is $1.019~\mu$s at $\Phi=10^{14}$ cm$^{-2}$s$^{-1}$ but $1.119~\mu$s at $10^{18}$, where $\Delta n(0)\simeq\Phi L/D$ is about 17\% of the doping. The flux cancels only while $D$ and $\tau$ do not depend on the excess density; the model keeps $\tau$ fixed, which a real wafer need not do.

\emph{Trapping.} Suppose $\theta\Delta n$ electrons are trapped, with $\Delta n$ now the free ones, so that $\Delta p=(1+\theta)\Delta n$. At low injection, which now also requires $\theta\Delta n$ far below the doping, the minority flux remains $-D_n\Delta n'$, and $I_{\rm PEM}$ is unchanged. The additional holes raise $I_{\rm PC}$, and the apparent lifetime grows by the factor
\begin{equation}
\left(1+\frac{\theta\mu_p}{\mu_n+\mu_p}\right)^2,
\end{equation}
or 5\% for $\theta=0.1$.

\emph{Hall factors.} If mobility varies among carriers of one kind, magnetic deflection involves $r\mu$ instead of $\mu$. Then $B$ becomes $\bar rB$, with $\bar r=(r_n\mu_n+r_p\mu_p)/(\mu_n+\mu_p)$, and the simple formula returns $\tau/\bar r^2$. For silicon's ellipsoidal valleys, take rough masses of 0.92 (along the valley axis) and 0.19 (across it) free-electron masses, and a scattering time proportional to (energy)$^{-1/2}$. In weak field $r_n$ is the mean of the product of the mobilities along $x$ and $y$, divided by the square of the mean mobility. The average over energy contributes $3\pi/8$ and that over the valleys $3K(K+2)/(2K+1)^2$ with $K=0.92/0.19$, so $r_n=1.03$. With a rough $r_p=0.8$, $\bar r=0.97$, and in this model ignoring it overestimates $\tau$ by about 6\%. The power law describes acoustic-phonon scattering alone, and even the sign of the error is not secure: for $r_p=0.8$, $\bar r$ exceeds 1 once $r_n>1.07$. Intervalley phonon scattering, important in silicon at 300 K, raises $r_n$ to about 1.1 or somewhat more; the simple formula then underestimates $\tau$, by 5\% for $r_n=1.10$ and 11\% for $r_n=1.15$. A real wafer needs measured Hall factors. A spread of mobilities also enlarges the $B^2$ correction of part (f), which assumes a single mobility: with valleys and energy-dependent scattering it is about 2\% in $\tau$ at 0.5 T rather than 0.46\%. The readings above were generated with single mobilities, $r=1$, and need no such corrections.

\emph{A real wafer.} The mobilities, doping and thickness are rough typical values, but $1~\mu$s is short for well-passivated, clean silicon. At $100~\mu$s, with the other data fixed, $L$ would be $591~\mu$m, more than the thickness. For $s_b=0$ and surface absorption, $\tanh(w/2)=0.40$, and the thick-sample formula would overestimate $\tau$ about sixfold; part (e) must then be used, and it requires $s_b$ to be known: for $s_b=100$ cm/s the overestimate is about 3.5-fold, and inverting part (e) with $s_b=0$ would return $74~\mu$s instead of $100~\mu$s. In the example with $1~\mu$s, the dark current, 3.6 mA/cm, is some 1300 times $I_{\rm PC}$. Modulating the light allows the small added current to be separated. The modulation must be slow compared with $1/\tau$, so that the steady-state formulas still apply, but too fast for the wafer's temperature to follow: through the mobility, a warming of only about 0.1 K changes the dark current by as much as $I_{\rm PC}$. The contacts must also lie much farther apart than both the diffusion length and the electron drift length $\mu_nE\tau$, which is $13.5~\mu$m for $\tau=1~\mu$s and 1.35 mm for $100~\mu$s. The numerical output lists the other sizes.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS (rough values for p-type silicon)
temperature: 300 K
electron mobility: 1350 cm2/Vs
hole mobility: 450 cm2/Vs
acceptor density: 1e+15 cm^-3
thickness: 500 um
wavelength: 450 nm
absorption coefficient: 2.5e+04 1/cm
surface recombination velocity, each face: 100 cm/s
magnetic field: 0.5 T
electric field for PC: 1 V/cm
SIMULATED READINGS AND RECOVERY
PEM current per width: 0.8293 uA/cm
PC current per width: 2.8362 uA/cm
ratio PEM/PC: 0.2924
thermal voltage: 25.852 mV
diffusion coefficient: 34.9 cm2/s
diffusion velocity from ratio: 5848 cm/s
lifetime, simple formula: 1.0205 us
lifetime, corrected: 1.002 us
hidden lifetime: 1 us
absorbed flux inferred afterwards: 9.637e+15 1/(cm2 s)
hidden absorbed flux: 1e+16 1/(cm2 s)
absorbed light power: 4.414 mW/cm2
SIZES OF NEGLECTED EFFECTS
diffusion length: 59.08 um
thickness / diffusion length: 8.464
alpha * L: 147.7
s * L / D: 0.01693
electron mobility * B: 0.0675
lifetime error, finite absorption depth: +1.359 %
lifetime error, front recombination: +0.023 %
lifetime error, magnetic field: +0.456 %
lifetime error, finite thickness: +0.082 %
lifetime error, injection at example flux: +0.111 %
electron Hall factor (model): 1.026
hole Hall factor (rough input): 0.8
mean Hall factor: 0.9693
lifetime error, Hall factors ignored: +6.432 %
lifetime error, trapped/free electrons = 0.1: +5.062 %
electron drift length along bar: 13.5 um
Debye length: 0.1293 um
doping / band density for free mass: 3.985e-05
dark current per width: 3.605 mA/cm
FLUX SCAN AND OTHER TEST CASES
simple lifetime at flux 1e+14 /(cm2 s): 1.0194 us
simple lifetime at flux 1e+16 /(cm2 s): 1.0205 us
simple lifetime at flux 1e+18 /(cm2 s): 1.1187 us
s = 1e4 cm/s: both currents reduced to: 0.3714
s = 1e4 cm/s: recovered lifetime: 1 us
high injection: apparent/true lifetime: 2
\end{verbatim}
